# Product Rule and Interlacing for Long-Wavelength Optical Modes in Polar Crystals, part 2

In an insulating polar crystal with harmonic ionic motion, two sets of long-wavelength optical frequencies are compared. The \(\omega_j\) belong to zero macroscopic field \(\mathbf E\). The \(\Omega_j\) belong to wavevector \(\mathbf q\to0\) along the unit vector \(\hat{\mathbf q}\), with the electrostatic field that the vibration itself produces. Each set has \(n=3N-3\) members for \(N\) ions per cell.

The ionic displacements \(\mathbf u\) of one cell feel the force \(-\Phi\mathbf u+eZ\mathbf E\). Here \(\Phi\) contains the zero-field force constants, \(Z\) the Born charges, and \(e\) is the elementary charge. \(M\) is the diagonal mass matrix, \(\mathbf w=M^{1/2}\mathbf u\), \(V\) is the cell volume, \(\varepsilon_{\rm v}\) the vacuum permittivity, and \(J\) a stack of \(N\) unit \(3\times3\) matrices. The relative dielectric tensors are \(\varepsilon^\infty\) with the ions held and \(\varepsilon^0\) in the static case at fixed cell shape; \(\varepsilon(\hat{\mathbf q})=\hat{\mathbf q}^T\varepsilon\hat{\mathbf q}\) for each.

The eigenvalues \(\lambda_j=\omega_j^2>0\), with orthonormal eigenvectors \(\mathbf e_j\), belong to \(D\), and \(\Lambda_j=\Omega_j^2\) to \(D'\), both restricted to the optical space:

\[
D'=D+c\,\mathbf v\mathbf v^T,\quad D=M^{-1/2}\Phi M^{-1/2},\quad
\mathbf v=M^{-1/2}Z\hat{\mathbf q},\quad
c=\frac{e^2}{\varepsilon_{\rm v}V\varepsilon^\infty(\hat{\mathbf q})}>0 .
\]

With the coupling strengths \(s_j=c(\mathbf v\cdot\mathbf e_j)^2\),

\[
F(\lambda)=\prod_{j=1}^n\frac{\Lambda_j-\lambda}{\lambda_j-\lambda}
=1+\sum_{j=1}^n\frac{s_j}{\lambda_j-\lambda}
=\frac{\varepsilon(\hat{\mathbf q},\omega)}{\varepsilon^\infty(\hat{\mathbf q})}
\quad\text{at }\lambda=\omega^2 .
\]

At \(\lambda=0\) this gives the product rule

\[
\prod_{j=1}^n\frac{\Omega_j(\hat{\mathbf q})^2}{\omega_j^2}
=\frac{\varepsilon^0(\hat{\mathbf q})}{\varepsilon^\infty(\hat{\mathbf q})}
=1+\sum_{j=1}^n\frac{s_j}{\omega_j^2}.
\]

If all \(\lambda_j\) are different and every \(s_j\) is positive, \(F\) rises between its poles and has one zero after each pole, so that

\[
\omega_1<\Omega_1<\omega_2<\Omega_2<\dots<\omega_n<\Omega_n .
\]

The questions now turn to the cases which these two assumptions exclude.

Q: You assumed away the awkward cases. Symmetry often produces degenerate modes, and modes with no dipole moment along \(\hat{\mathbf q}\).

A: Both are handled by separating what couples from what does not. Consider a level of \(D\) with multiplicity \(g\). If \(\mathbf v\) has a component in its eigenspace, choose one basis vector along that component and the other \(g-1\) perpendicular to it. These \(g-1\) vectors are orthogonal to \(\mathbf v\), so \(D'\) acts on them as \(D\) does, and their eigenvalue stays. If \(\mathbf v\) has no component there, all \(g\) copies stay.

What remains is one coupled vector for each coupled level. In the space of these vectors the eigenvalues are distinct and the strengths positive, so the strict argument applies.

Q: Then you must put the unmoved frequencies back into the ordered lists. Does the interlacing survive that?

A: It does, with \(\le\) in place of \(<\). Let \(N(x)\) be the number of \(\lambda_j\le x\), and \(N'(x)\) the number of \(\Lambda_j\le x\). For the coupled lists, strict alternation beginning with a \(\lambda\) means that for all \(x\)

\[
N'(x)\le N(x)\le N'(x)+1 .
\]

An unmoved eigenvalue belongs to both lists. Adding it raises both counts together, so the inequalities remain true for the full lists.

Now read them backwards. At \(x=\Lambda_j\) we have \(N'\ge j\), hence \(N\ge j\), which means \(\lambda_j\le\Lambda_j\). At \(x=\lambda_{j+1}\) we have \(N\ge j+1\), hence \(N'\ge j\), which means \(\Lambda_j\le\lambda_{j+1}\). So in general

\[
\omega_1\le\Omega_1\le\omega_2\le\dots\le\omega_n\le\Omega_n .
\]

Q: The highest frequency has no neighbour above it. Can it rise without limit?

A: The trace bounds it. The trace of \(c\,\mathbf v\mathbf v^T\) is \(c|\mathbf v|^2\), and in the basis \(\mathbf e_j\) this is the sum of the strengths. Hence

\[
\sum_j(\Omega_j^2-\omega_j^2)=\sum_js_j .
\]

No term on the left is negative, so \(\Omega_n^2\le\omega_n^2+\sum_js_j\). The rule holds for the sum. A single shift need not equal the strength of the mode with the same number.

Q: Then the strengths cannot be read from the frequencies.

A: They can, if all the frequencies are used and the \(\lambda_j\) are distinct. Multiply both forms of \(F\) by \(\lambda_j-\lambda\) and let \(\lambda\to\lambda_j\). In the sum only \(s_j\) is left, and in the product one denominator has been cancelled:

\[
s_j=\frac{\prod_k(\Lambda_k-\lambda_j)}{\prod_{k\ne j}(\lambda_k-\lambda_j)} .
\]

Q: I should like to see this in a crystal where the Coulomb forces are really summed. If you build the matrix from your own rank-one formula, agreement proves nothing.

A: Take a model crystal with an orthorhombic cell of edges 4.0, 4.4 and 5.0 Å and volume 88 Å\(^3\). It has three ions, all at inversion centres:

| ion | site | charge (\(e\)) | polarizability (Å\(^3\)) | mass (u) |
|---|---|---|---|---|
| A | (0, 0, 0) | +1 | 1.0 | 40 |
| B | (½, ½, ½) | +1 | 0.5 | 60 |
| X | (½, ½, 0) | −2 | 2.0 | 20 |

Springs join neighbours. Their stretching and bending constants, in eV/Å\(^2\), are 8 and 1 for A–X, 10 and 2 for B–X, and 2 and 0 for A–B. These are round parameters and represent no particular material.

Besides the displacements \(\mathbf u\), each ion has an electronic dipole. Let \(e\mathbf p\) collect these dipoles. In a uniform field the energy per cell is

\[
U=\tfrac12\mathbf u^TA\mathbf u+\mathbf u^TB\mathbf p+\tfrac12\mathbf p^TC\mathbf p
-e(\mathbf u^TQJ+\mathbf p^TJ)\mathbf E .
\]

\(Q\) is the diagonal matrix of the ionic charges, and \(J\) is again the stack of unit matrices. \(A\), \(B\) and \(C\) contain the springs, the polarizabilities and the Coulomb interactions at zero macroscopic field. The dipoles minimise \(U\), so

\[
B^T\mathbf u+C\mathbf p-eJ\mathbf E=0,\qquad \mathbf p=C^{-1}(eJ\mathbf E-B^T\mathbf u).
\]

The force on the ions is \(-A\mathbf u-B\mathbf p+eQJ\mathbf E\). Inserting \(\mathbf p\) gives \(-\Phi\mathbf u+eZ\mathbf E\), with

\[
\Phi=A-BC^{-1}B^T,\qquad Z=QJ-BC^{-1}J .
\]

With the ions held, \(\mathbf p=eC^{-1}J\mathbf E\), and the dipole moment \(eJ^T\mathbf p\) per cell gives \(\varepsilon^\infty=1+e^2J^TC^{-1}J/(\varepsilon_{\rm v}V)\).

Q: That yields the ingredients of the rank-one formula. Where is the independent calculation?

A: It is done at a finite wavevector of \(10^{-4}\) Å\(^{-1}\). There the Coulomb sums are evaluated in full by the Ewald method, the dipoles are eliminated, and the matrix is diagonalized. Neither \(Z\) nor \(\varepsilon^\infty\) is used, and no field is separated off. These sums give the \(\Omega_j\) below. All numerical frequencies are quoted as \(\omega/2\pi\) in THz, and squared frequencies and strengths are divided by \((2\pi)^2\) accordingly; ratios are unaffected. The Coulomb interaction in the model is instantaneous, so there is no light wave for the vibrations to mix with, and the wavevector may be taken as small as is convenient.

The static constant comes from a third calculation, in which ions and dipoles relax together in a uniform field. The tensors are diagonal along the cell axes:

| quantity | xx | yy | zz |
|---|---|---|---|
| \(\varepsilon^\infty\) | 1.6234 | 1.6309 | 1.6070 |
| \(\varepsilon^0\) | 2.1817 | 2.2373 | 3.0575 |
| Born charge of X (\(e\)) | −2.269 | −2.444 | −2.865 |

The Born charge of X differs from its ionic charge of −2 because a displaced ion changes the electronic dipoles. That is the term \(-BC^{-1}J\).

Q: Begin with a direction where I can follow the modes.

A: Take \(\hat{\mathbf q}\) along \(x\). Two of the six zero-field modes are polarized along \(x\), at 8.9112 and 17.4364 THz. In the lattice sum they appear at 8.9779 and 20.0635 THz, and the other four do not move. The product is

\[
\left(\frac{8.9779}{8.9112}\right)^2\left(\frac{20.0635}{17.4364}\right)^2
=1.0150\times1.3240=1.3439 ,
\]

and the relaxed crystal gives \(2.1817/1.6234=1.3439\).

Q: The upper mode rose from 17.4364 to 20.0635 THz, and there is a \(y\) mode at 18.0069 THz in between. It has passed a zero-field frequency, which you said was impossible.

A: The \(y\) mode has no dipole along \(x\), so it does not couple and does not stand in the way. The strict ordering holds among the coupled modes. The weak ordering holds for the full lists, where mode \(j\) means the \(j\)-th in order of frequency. In that numbering the fifth frequency goes from 17.4364 to 18.0069 THz and the sixth from 18.0069 to 20.0635 THz. The fifth value with field equals the sixth value without it, as \(\Omega_5\le\omega_6\) allows. Sorting does not follow the character of a mode.

The strengths can be recovered from the four frequencies of the \(x\) modes. Their squares, in THz\(^2\), are \(\lambda=79.409,\ 304.028\) and \(\Lambda=80.603,\ 402.544\). For the upper mode

\[
s=\frac{(80.603-304.028)(402.544-304.028)}{79.409-304.028}=97.99\ \text{THz}^2 ,
\]

in agreement with 97.99 THz\(^2\) from the Born charges.

Q: Now the oblique direction, where the names LO and TO lose their meaning.

A: Take \(\hat{\mathbf q}=(1,2,2)/3\). All six modes couple:

| \(j\) | axis at zero field | \(\omega_j\) (THz) | \(\Omega_j\) (THz) | \(s_j\) (THz\(^2\)) | longitudinal share |
|---|---|---|---|---|---|
| 1 | x | 8.9112 | 8.9161 | 0.191 | 0.023 |
| 2 | y | 9.5246 | 9.5395 | 0.701 | 0.068 |
| 3 | z | 10.0952 | 10.2436 | 6.053 | 0.284 |
| 4 | z | 13.6689 | 15.0385 | 63.282 | 0.144 |
| 5 | x | 17.4364 | 17.5267 | 10.915 | 0.008 |
| 6 | y | 18.0069 | 20.2726 | 51.453 | 0.911 |

The last column refers to the modes with field. If \(\mathbf d=Z^TM^{-1/2}\mathbf w\) is the dipole moment of such a mode at fixed field, in units of \(e\), the share is \((\hat{\mathbf q}\cdot\mathbf d)^2/|\mathbf d|^2\). No mode has a share of zero or one, so none is purely transverse or purely longitudinal. The frequencies nevertheless alternate strictly. The squared ratios multiply to

\[
1.00110\times1.00313\times1.02962\times1.21044\times1.01039\times1.26748=1.6028 .
\]

The directional constants are weighted averages of the tensor elements, with weights 1/9, 4/9 and 4/9:

\[
\varepsilon^0(\hat{\mathbf q})=\frac{2.1817+4(2.2373)+4(3.0575)}9=2.5957,\qquad
\varepsilon^\infty(\hat{\mathbf q})=1.6194 .
\]

With one more decimal these are 2.59566 and 1.61943, and their ratio is 1.6028.

Q: The fifth mode looks odd. Its strength is 10.9 THz\(^2\), yet it hardly moves and is almost transverse.

A: Its squared frequency rises by \(307.19-304.03=3.16\) THz\(^2\), less than its strength. The bound \(\Omega_5<18.0069\) THz alone does not explain this, since it would allow a rise of \(324.25-304.03=20.22\) THz\(^2\). The size of the shift comes from \(F(\Lambda_5)=0\), which can be rearranged to \(\Lambda_5-\lambda_5=s_5\big/\big[1+\sum_{k\ne5}s_k/(\lambda_k-\Lambda_5)\big]\). The strongly coupled \(y\) mode just above contributes \(51.453/(324.248-307.185)=3.015\) to the bracket and the four modes below together \(-0.559\), so the bracket is 3.456 and the shift is \(10.915/3.456=3.16\) THz\(^2\). The sixth rises by 86.73 THz\(^2\), more than its strength of 51.45. The shifts of all six add up to 132.6 THz\(^2\), and so do the strengths.

The polarization follows from the eigenvector. From \((D+c\mathbf v\mathbf v^T)\mathbf w=\Lambda\mathbf w\), the component along \(\mathbf e_j\) obeys

\[
(\Lambda-\lambda_j)w_j=c\,v_j(\mathbf v\cdot\mathbf w),\qquad v_j=\mathbf v\cdot\mathbf e_j .
\]

Choose the length of \(\mathbf w\) so that \(c\,\mathbf v\cdot\mathbf w=1\). Then \(w_j=v_j/(\Lambda-\lambda_j)\). A zero-field mode polarized along axis \(\alpha\) has a dipole \(d_j\) along that axis, and \(v_j=\hat q_\alpha d_j\). The mode with field therefore has

\[
c\,\hat q_\alpha d_\alpha=\sum_{j\in\alpha}c\,\hat q_\alpha d_jw_j
=\sum_{j\in\alpha}\frac{s_j}{\Lambda-\lambda_j}\equiv f_\alpha ,\qquad \sum_\alpha f_\alpha=1 ,
\]

where \(j\in\alpha\) selects the modes polarized along \(\alpha\). The last equation is \(F(\Lambda)=0\).

For the fifth mode \(\Lambda=307.19\) THz\(^2\) lies just above an \(x\) level and below a \(y\) level. The sums are \(f_x\approx3.46\), \(f_y\approx-3.01\) and \(f_z\approx0.56\). Dividing by \(\hat q_\alpha\) gives \(c\,\mathbf d\approx(10.4,-4.5,0.8)\), whose square is about 129. The longitudinal part \(c\,\hat{\mathbf q}\cdot\mathbf d\) is 1, so the share is \(1/129\approx0.008\). The \(x\) and \(y\) dipoles largely cancel along \(\hat{\mathbf q}\) and leave a large transverse moment.

For the sixth mode \(\Lambda\) lies above all levels, and every term is positive. The same steps give \(c\,\mathbf d\approx(0.31,0.89,0.45)\), with square 1.10 and share 0.91.

Q: Two directions could be lucky. And you have not shown me a degenerate level.

A: The numerical check covers 22 directions, 20 of them drawn at random. The largest relative deviation between the product and the dielectric ratio is \(4\times10^{-8}\).

For degeneracy, make the cell tetragonal with edges 4.2, 4.2 and 5.0 Å. The zero-field modes then contain doublets at 9.2206 and 17.7403 THz, and single modes at 10.1071 and 13.6912 THz. In the direction \((1,2,2)/3\) the lattice sum gives 9.2206, 9.2428, 10.2527, 15.0508, 17.7403 and 20.0393 THz. Each doublet keeps one copy, namely the combination with no dipole along \(\hat{\mathbf q}\). The other four frequencies alternate strictly with the four coupled levels.

Q: Where would you stop trusting all this?

A: Where one of its assumptions ends. Free carriers screen the macroscopic field, and the condition of no free charge is lost. If the electrons do not follow the ions without delay, \(\varepsilon^\infty\) depends on frequency, and the change is no longer one constant matrix of rank one. Strong anharmonicity gives the modes widths and shifts that a list of real eigenvalues does not contain.

A coupled mode that softens is within reach until it becomes unstable. As \(\omega_1\to0\) with \(s_1\) fixed and positive, the term \(s_1/\omega_1^2\) makes \(\varepsilon^0(\hat{\mathbf q})\) diverge. The lowest zero of \(F\) stays above zero, because even at \(\omega_1=0\) it lies strictly between the first two coupled levels, or above the first if it is the only one. If the soft level is degenerate, its uncoupled copies belong to both sets, go to zero with it, and cancel from the product. If the softening mode does not couple, its frequency cancels from the product, and in the harmonic theory the dielectric constant along \(\hat{\mathbf q}\) does not diverge at the instability. Anharmonic coupling of the soft mode to a polar one can still change that constant.

## Values computed for the example and the checks

```
cell lengths (angstrom): [4.  4.4 5. ]  volume (angstrom^3): 88.00
ion A: site [0. 0. 0.] charge +1.0 e, polarizability 1.0 A^3, mass 40 u
ion B: site [0.5 0.5 0.5] charge +1.0 e, polarizability 0.5 A^3, mass 60 u
ion X: site [0.5 0.5 0. ] charge -2.0 e, polarizability 2.0 A^3, mass 20 u
springs A-X: 4 per cell, stretch 8.0, bend 1.0 eV/A^2
springs B-X: 2 per cell, stretch 10.0, bend 2.0 eV/A^2
springs A-B: 8 per cell, stretch 2.0, bend 0.0 eV/A^2
Born charge of A (e), xx yy zz: 1.4689 1.6669 0.6521
Born charge of B (e), xx yy zz: 0.8004 0.7770 2.2131
Born charge of X (e), xx yy zz: -2.2692 -2.4438 -2.8652
eps_inf xx yy zz: 1.62339 1.63093 1.60695
eps_static xx yy zz: 2.18173 2.23728 3.05752
wavevector of the lattice sum (1/angstrom): 1e-04
direction x: mode, polarization, omega (THz), Omega (THz), strength (THz^2)
  1 x 8.9112 8.9779 1.7171
  2 y 9.5246 9.5246 0.0000
  3 z 10.0952 10.0952 0.0000
  4 z 13.6689 13.6689 0.0000
  5 x 17.4364 18.0069 97.9919
  6 y 18.0069 20.0635 0.0000
  product of squared ratios: 1.343936
  eps_static/eps_inf along x: 1.343936
direction (1,2,2)/3: mode, omega (THz), Omega (THz), (Omega/omega)^2,
  strength (THz^2), longitudinal share of the dipole moment
  1 8.9112 8.9161 1.00110 0.1913 0.0234
  2 9.5246 9.5395 1.00313 0.7007 0.0679
  3 10.0952 10.2436 1.02962 6.0534 0.2844
  4 13.6689 15.0385 1.21044 63.2824 0.1435
  5 17.4364 17.5267 1.01039 10.9146 0.0078
  6 18.0069 20.2726 1.26748 51.4532 0.9110
  product of squared ratios: 1.602816
  eps_static, eps_inf along direction: 2.59566 1.61943
  eps_static/eps_inf along direction: 1.602816
  sum of Omega^2 - omega^2, sum of strengths (THz^2): 132.5955 132.5955
  eps at 4.4556 THz: driven response 2.70976, product formula 2.70976
  eps at 30.4089 THz: driven response 1.29966, product formula 1.29966
largest relative error of product relation, 22 directions: 3.6e-08
tetragonal cell, lengths (angstrom): [4.2 4.2 5. ]
  omega (THz): 9.2206 9.2206 10.1071 13.6912 17.7403 17.7403
  Omega (THz), direction (1,2,2)/3: 9.2206 9.2428 10.2527 15.0508 17.7403 20.0393
```
